**Exchange coupling from Lloyd's formula: lattice and continuum tests**

The program tests $J_{ij}=(1/4\pi)\,\mathrm{Im}\int^{E_F}dE\,\mathrm{Tr}_L[D_i\tau_{\uparrow ij}D_j\tau_{\downarrow ji}]$, where $D_i$ is the spin difference of inverse $t$ matrices and $\tau$ the scattering path operator. On a finite lattice with three two-orbital atoms, it asserts that Lloyd's state count, the couplings, the one-site sum rule and the moment lag agree with direct diagonalization. It also asserts that antisymmetric coupling vanishes and that fixed-number and fixed-potential energies differ at about fourth order in angle; the printed ratio is 15.94. For spherical wells, it checks single-site quantities against a radial integral equation and the structure constants against the free Green function. Couplings of a three-atom cluster are compared with small rotations in the full determinant and with a second energy contour. The output gives $J_{12}=-433$ meV at $l_{\max}=3$ and $-419$ meV at $l_{\max}=4$. It also shows the approach to the single-flight limit at large distance, the departure from the pair form at large angles, and a moment that turns 27% further than its field.

## Numerical check

```python
"""
Result under test: exchange coupling of two local moments from Lloyd's formula,
  J_ij = (1/4 pi) Im Int^{E_F} dE Tr_L[ D_i tau_up_ij D_j tau_dn_ji ],
  D_i = 1/t_i_up - 1/t_i_dn,   tau_s = (1/t_s - G')^-1,
for the energy convention E = - sum_{i != j} J_ij e_i.e_j (each pair twice).
t: single-site t matrix; G': intersite free Green function in partial waves;
tau: scattering path operator; e_i: unit vector of the exchange field at site i.
Part A: finite lattice, compared with direct diagonalization (hopping units).
Part B: spherical wells in a free-electron medium (eV, nm).
"""
from functools import lru_cache
from math import factorial
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq
from scipy.special import expit, lpmv, spherical_jn

I2 = np.eye(2)
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
PAIRS = [(0, 1), (0, 2), (1, 2)]


def tilt(theta, azimuth=0.0):
    return np.array([np.sin(theta) * np.cos(azimuth),
                     np.sin(theta) * np.sin(azimuth), np.cos(theta)])


def directions(changes):
    e = np.tile([0.0, 0.0, 1.0], (3, 1))
    for site, vec in changes.items():
        e[site] = vec
    return e


# ---------------- Part A: lattice with three two-orbital atoms ----------------
rng = np.random.default_rng(1)
n_orb = 20
noise = rng.normal(size=(n_orb, n_orb)) * 0.05
H0 = -(np.eye(n_orb, k=1) + np.eye(n_orb, k=-1)) + noise + noise.T
atoms = [[3, 4], [8, 9], [14, 15]]
v_charge = [np.array([[-1.6, 0.15], [0.15, -1.7]]),
            np.array([[-1.5, -0.10], [-0.10, -1.6]]),
            np.array([[-1.7, 0.05], [0.05, -1.5]])]
b_field = [-0.7, -0.6, -0.8]
mu, kT_lat = -0.5, 0.1
eps0, U0 = np.linalg.eigh(H0)
U_atoms = U0[np.concatenate(atoms)]


def atom_potential(a, e):
    return (np.kron(v_charge[a], I2)
            + b_field[a] * np.kron(I2, np.einsum('k,kst->st', e, PAULI)))


def hamiltonian(e):
    H = np.kron(H0, I2).astype(complex)
    for a, orbs in enumerate(atoms):
        ii = [2 * o + s for o in orbs for s in (0, 1)]
        H[np.ix_(ii, ii)] += atom_potential(a, e[a])
    return H


def omega_levels(levels, chem):
    return -kT_lat * np.sum(np.logaddexp(0, -(levels - chem) / kT_lat))


def omega_lat(changes):
    return omega_levels(np.linalg.eigvalsh(hamiltonian(directions(changes))), mu)


def green_atoms(z):
    return np.einsum('ip,zp,jp->zij', U_atoms, 1 / (z[:, None] - eps0), U_atoms)


def split_green(G, potentials, size):
    """Return intersite part of G, block t matrix and product of site determinants."""
    Gp, T = G.copy(), np.zeros_like(G)
    site_det = np.ones(len(G), complex)
    for a, v in enumerate(potentials):
        s = slice(size * a, size * (a + 1))
        A = np.eye(size) - G[:, s, s] @ v
        site_det *= np.linalg.det(A)
        T[:, s, s] = v @ np.linalg.inv(A)
        Gp[:, s, s] = 0
    return Gp, T, site_det


# Lloyd's count of states for a noncollinear arrangement, against eigenvalues
e_test = np.array([tilt(0.4, 0.3), tilt(1.3, 2.0), tilt(2.2, -1.0)])
levels_test = np.linalg.eigvalsh(hamiltonian(e_test))
lloyd_rows = []
for energy in (-2.5, -0.5, 0.8):
    z = energy + 1j * np.geomspace(1e4, 0.05, 800)
    G = np.einsum('zij,st->zisjt', green_atoms(z), I2).reshape(len(z), 12, 12)
    Gp, T, site_det = split_green(G, [atom_potential(a, e_test[a]) for a in range(3)], 4)
    total = site_det * np.linalg.det(np.eye(12) - Gp @ T)
    count_lloyd = -np.unwrap(np.angle(total))[-1] / np.pi
    count_levels = -(np.angle(z[-1] - levels_test).sum()
                     - 2 * np.angle(z[-1] - eps0).sum()) / np.pi
    assert abs(count_lloyd - count_levels) < 1e-8
    lloyd_rows.append((energy, count_lloyd, count_levels))

# exchange coupling by Matsubara sum of the path-operator formula
z = mu + 1j * np.pi * kT_lat * (2 * np.arange(1200) + 1)
G = green_atoms(z)
tau, t_inv = [], []
for spin in (1, -1):
    Gp, T, _ = split_green(G, [v_charge[a] + spin * b_field[a] * I2 for a in range(3)], 2)
    t_inv.append(np.linalg.inv(T))
    tau.append(np.linalg.inv(t_inv[-1] - Gp))
D_lat = t_inv[0] - t_inv[1]
J_lat = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        if i != j:
            si, sj = slice(2 * i, 2 * i + 2), slice(2 * j, 2 * j + 2)
            prod = D_lat[:, si, si] @ tau[0][:, si, sj] @ D_lat[:, sj, sj] @ tau[1][:, sj, si]
            J_lat[i, j] = -kT_lat / 2 * np.einsum('zaa->', prod).real

th = 0.01
J_scale = abs(J_lat).max()
J_diag = {}
for i, j in PAIRS:
    J_diag[i, j] = (omega_lat({i: tilt(th), j: tilt(-th)})
                    - omega_lat({i: tilt(th), j: tilt(th)})) / (4 * th**2)
    assert abs(J_diag[i, j] - J_lat[i, j]) < 1e-3 * J_scale
    cross = (omega_lat({i: tilt(th), j: tilt(th, np.pi / 2)})
             - omega_lat({i: tilt(th), j: tilt(-th, np.pi / 2)})) / (4 * th**2)
    assert abs(cross) < 1e-3 * J_scale
for i in range(3):
    cost = (omega_lat({i: tilt(th)}) - omega_lat({})) / th**2
    assert abs(cost - J_lat[i].sum()) < 1e-3 * J_scale

# fixed electron number against fixed chemical potential: fourth order in angle
lev0 = np.linalg.eigvalsh(hamiltonian(directions({})))
N_el = expit(-(lev0 - mu) / kT_lat).sum()
gap = []
for angle in (0.2, 0.1):
    lev = np.linalg.eigvalsh(hamiltonian(directions({0: tilt(angle)})))
    mu_new = brentq(lambda m: expit(-(lev - m) / kT_lat).sum() - N_el,
                    mu - 0.5, mu + 0.5, xtol=1e-14)
    gap.append(omega_levels(lev, mu_new) + mu_new * N_el
               - omega_levels(lev, mu) - mu * N_el)
order_ratio = gap[0] / gap[1]
assert 13 < order_ratio < 19


# lag of the moment behind its turned field
def atom_moment(changes, a):
    lev, C = np.linalg.eigh(hamiltonian(directions(changes)))
    rho = (C * expit(-(lev - mu) / kT_lat)) @ C.conj().T
    return np.array([sum(np.trace(rho[2*o:2*o+2, 2*o:2*o+2] @ p).real
                         for o in atoms[a]) for p in PAULI])


m_turned = atom_moment({0: tilt(th)}, 0)
lag_direct = 1 - np.arctan2(m_turned[0], m_turned[2]) / th
lag_formula = -2 * J_lat[0].sum() / (b_field[0] * atom_moment({}, 0)[2])
assert abs(lag_direct - lag_formula) < 2e-3 * abs(lag_formula) + 1e-6

# ---------------- Part B: spherical wells in a free-electron medium ----------------
c0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18       # hbar^2/2m in eV nm^2
radius, v_up, v_dn, E_F, E_bottom = 0.12, -50.0, -45.0, 4.0, -60.0
triangle = np.array([[0, 0, 0], [0.26, 0, 0], [0, 0.30, 0]])
LMAX = 3


def l_list(lmax):
    return np.repeat(np.arange(lmax + 1), 2 * np.arange(lmax + 1) + 1)


def hankel(lmax, x):
    x = np.asarray(x, complex)
    h = [-1j * np.exp(1j * x) / x, -np.exp(1j * x) * (1 / x + 1j / x**2)]
    for l in range(1, lmax):
        h.append((2 * l + 1) / x * h[l] - h[l - 1])
    return h


def real_harmonics(lmax, d):
    d = np.asarray(d, float)
    phi, out = np.arctan2(d[..., 1], d[..., 0]), []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            q = abs(m)
            norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - q) / factorial(l + q))
            ang = 1.0 if m == 0 else np.sqrt(2) * (np.cos(q*phi) if m > 0 else np.sin(q*phi))
            out.append(norm * lpmv(q, l, d[..., 2]) * ang)
    return np.stack(out, axis=-1)


@lru_cache(None)
def gaunt_phase(lmax):
    x, w = np.polynomial.legendre.leggauss(2 * lmax + 2)
    nphi = 4 * lmax + 2
    phi = 2 * np.pi * np.arange(nphi) / nphi
    s = np.sqrt(1 - x**2)[:, None]
    d = np.stack([s * np.cos(phi), s * np.sin(phi), x[:, None] + 0 * phi], -1).reshape(-1, 3)
    ww = np.repeat(w, nphi) * 2 * np.pi / nphi
    Y = real_harmonics(2 * lmax, d)
    Ys = Y[:, :(lmax + 1)**2]
    C = np.einsum('pa,pb,pc->abc', Ys * ww[:, None], Ys, Y, optimize=True)
    ls, lb = l_list(lmax), l_list(2 * lmax)
    power = (ls[:, None, None] - ls[None, :, None] + lb[None, None, :]) % 4
    return 4 * np.pi * C * np.array([1, 1j, -1, -1j])[power]


def structure(E, pos, lmax):
    k, nL, N = np.sqrt(E / c0 + 0j), (lmax + 1)**2, len(pos)
    G = np.zeros((len(E), N, nL, N, nL), complex)
    lb = l_list(2 * lmax)
    for i in range(N):
        for j in range(N):
            if i != j:
                R = pos[i] - pos[j]
                dist = np.linalg.norm(R)
                h = np.stack(hankel(2 * lmax, k * dist), -1)[:, lb]
                h = h * real_harmonics(2 * lmax, R / dist)
                G[:, i, :, j, :] = (-1j * k / c0)[:, None, None] * np.tensordot(
                    h, gaunt_phase(lmax), axes=(1, 2))
    return G.reshape(len(E), N * nL, N * nL)


def single_site(E, v, lmax):
    """t_l (eV nm^3) and determinant det(1-G0 v)_l of a spherical well."""
    k, K = np.sqrt(E / c0 + 0j), np.sqrt((E - v) / c0 + 0j)
    x, X = k * radius, K * radius
    h, t, f = hankel(lmax + 1, x), [], []
    for l in range(lmax + 1):
        hp = -h[1] if l == 0 else h[l - 1] - (l + 1) / x * h[l]
        j, jp = spherical_jn(l, x), spherical_jn(l, x, derivative=True)
        inside = (k / K)**l * spherical_jn(l, X)
        slope = (k / K)**l * K / k * spherical_jn(l, X, derivative=True)
        regular = -1j * x**2 * (inside * hp - slope * h[l])
        outgoing = -1j * x**2 * (j * slope - jp * inside)
        f.append(regular)
        t.append(1j * c0 * outgoing / (k * regular))
    return np.stack(t, -1), np.stack(f, -1)


def contour(e_top, n=80, flat=1.0):
    s, w = np.polynomial.legendre.leggauss(n)
    phi, rho = np.pi / 2 * (1 - s), (e_top - E_bottom) / 2
    E = (e_top + E_bottom) / 2 + rho * (np.cos(phi) + 1j * flat * np.sin(phi))
    return E, w * (-np.pi / 2) * rho * (-np.sin(phi) + 1j * flat * np.cos(phi))


def exchange_integral(pos, lmax, E, w):
    """Energy integrals with full path operators and with single scattering only."""
    N, ls = len(pos), l_list(lmax)
    nL = len(ls)
    G = structure(E, pos, lmax)
    shape = (len(E), N, nL, N, nL)
    diag = np.arange(N * nL)
    t, path = [], []
    for v in (v_up, v_dn):
        t.append(single_site(E, v, lmax)[0][:, ls])
        m = -G
        m[:, diag, diag] += np.tile(1 / t[-1], (1, N))
        path.append(np.linalg.inv(m).reshape(shape))
    G5 = G.reshape(shape)

    def pair_trace(site, A, B):
        P = A * B.transpose(0, 3, 4, 1, 2)
        P = P * site[:, None, :, None, None] * site[:, None, None, None, :]
        return np.einsum('e,eij->ij', w, P.sum(axis=(2, 4)))

    return pair_trace(1/t[0] - 1/t[1], path[0], path[1]), pair_trace(t[0] - t[1], G5, G5)


def exchange(pos, lmax, E, w):
    J = exchange_integral(pos, lmax, E, w)[0].imag / (4 * np.pi)
    return J - np.diag(np.diag(J))


def log_determinant(e, G, p, d):
    n = G.shape[1]
    M = np.zeros((len(G), 2 * n, 2 * n), complex)
    M[:, :n, :n] = -G
    M[:, n:, n:] = -G
    ex, ey, ez = np.repeat(e, n // len(e), axis=0).T
    q = np.arange(n)
    M[:, q, q] += p + d * ez
    M[:, q + n, q + n] += p - d * ez
    M[:, q, q + n] += d * (ex - 1j * ey)
    M[:, q + n, q] += d * (ex + 1j * ey)
    return np.linalg.slogdet(M)


def rotation_energy_factory(pos, lmax, E, w):
    G, ls = structure(E, pos, lmax), l_list(lmax)
    a, b = [np.tile(1 / single_site(E, v, lmax)[0][:, ls], (1, len(pos)))
            for v in (v_up, v_dn)]
    p, d = (a + b) / 2, (a - b) / 2
    s0, l0 = log_determinant(directions({}), G, p, d)

    def energy(changes):
        s1, l1 = log_determinant(directions(changes), G, p, d)
        return np.sum(w * (l1 - l0 + 1j * np.unwrap(np.angle(s1 / s0)))).imag / np.pi
    return energy


# single-site quantities against the discretized radial integral equation
def radial_equation(E, v, l, n):
    s, w = np.polynomial.legendre.leggauss(n)
    r, w = radius * (s + 1) / 2, w * radius / 2
    k = np.sqrt(E / c0 + 0j)
    j, h = spherical_jn(l, k * r), hankel(l + 1, k * r)[l]
    g = -1j * k / c0 * np.where(r[:, None] > r, np.outer(h, j), np.outer(j, h))
    A = g * (w * r**2)
    M = np.eye(n) - A * v
    sol = np.linalg.solve(M, np.column_stack([j, A]))
    return np.linalg.det(M), np.sum(w * r**2 * j * v * sol[:, 0]), np.trace(sol[:, 1:])


for v in (v_up, v_dn):
    for l in range(3):
        E1 = 3.0 + 2.0j
        det_num, t_num, _ = radial_equation(E1, v, l, 400)
        t_an, f_an = single_site(np.array([E1]), v, 2)
        assert abs(det_num / f_an[0, l] - 1) < 5e-3
        assert abs(t_num / t_an[0, l] - 1) < 5e-3

# structure constants against the free Green function
E1, pos2 = np.array([4.0 + 0.5j]), np.array([[0, 0, 0], [0.15, -0.17, 0.13]])
ra, rb = np.array([0.010, 0.012, -0.008]), np.array([-0.009, 0.010, 0.011])
k1 = np.sqrt(E1[0] / c0)


def regular_wave(r):
    q = np.linalg.norm(r)
    return (np.array([spherical_jn(l, k1 * q) for l in range(5)])[l_list(4)]
            * real_harmonics(4, r / q))


G_exp = regular_wave(ra) @ structure(E1, pos2, 4)[0, :25, 25:] @ regular_wave(rb)
dist = np.linalg.norm(pos2[0] + ra - pos2[1] - rb)
G_free = -np.exp(1j * k1 * dist) / (4 * np.pi * c0 * dist)
assert abs(G_exp / G_free - 1) < 2e-5

E, w = contour(E_F)
ls3 = l_list(LMAX)


def sphere_charge(pos, v, site=0, h=0.01):
    """Electrons of one spin inside a sphere: derivative of Lloyd's energy."""
    N = len(pos)
    G = structure(E, pos, LMAX)
    logs, dets = 0, []
    base = single_site(E, v, LMAX)[0][:, ls3]
    for sign in (1, -1):
        t, f = single_site(E, v + sign * h, LMAX)
        blocks = [base] * N
        blocks[site] = t[:, ls3]
        dets.append(np.linalg.det(np.eye(N * len(ls3))
                                  - G * np.concatenate(blocks, axis=1)[:, None, :])
                    * np.prod(f[:, ls3], axis=1))
    logs = np.log(dets[0] / dets[1])
    return np.sum(w * logs).imag / (2 * h * np.pi)


q_lloyd = sphere_charge(triangle[:1], v_up)
q_radial = -sum(wi * (2*l + 1) * radial_equation(Ei, v_up, l, 120)[2]
                for Ei, wi in zip(E, w) for l in range(LMAX + 1)).imag / np.pi
assert abs(q_lloyd / q_radial - 1) < 1e-2

# couplings of the triangle, checked by finite rotations and by another contour
J = exchange(triangle, LMAX, E, w)
J_max = abs(J).max()
J_other = exchange(triangle, LMAX, *contour(E_F, 110, 0.5))
assert abs(J - J_other).max() < 1e-4 * J_max
energy = rotation_energy_factory(triangle, LMAX, E, w)
th = 0.02
J_rot = {}
for i, j in PAIRS:
    J_rot[i, j] = (energy({i: tilt(th), j: tilt(-th)})
                   - energy({i: tilt(th), j: tilt(th)})) / (4 * th**2)
    assert abs(J_rot[i, j] - J[i, j]) < 3e-3 * J_max
J0 = J[0].sum()
cost_one = energy({0: tilt(th)}) / th**2
assert abs(cost_one - J0) < 3e-3 * J_max

# large-distance limit: path operators reduce to single scattering
far = np.array([[0, 0, 0], [6.0, 0, 0]])
full, single = exchange_integral(far, LMAX, *contour(E_F, 240))
far_dev = abs(full[0, 1] / single[0, 1] - 1)
assert far_dev < 0.1

# sizes of neglected effects
J_l2, J_l4 = exchange(triangle, 2, E, w), exchange(triangle, 4, E, w)
kT = sc.k * 300 / sc.e
u, wu = np.polynomial.legendre.leggauss(12)
u = (u + 1) / 2
J_300 = sum(wi / 2 * exchange(triangle, LMAX, *contour(E_F + kT * np.log(ui / (1 - ui))))
            for ui, wi in zip(u, wu))
big = {deg: energy({0: tilt(np.radians(deg))}) for deg in (90, 180)}
energy_fine = rotation_energy_factory(triangle, LMAX, *contour(E_F, 120))
for deg in big:
    assert abs(energy_fine({0: tilt(np.radians(deg))}) - big[deg]) < 1e-3 * abs(J_max)
n_up, n_dn = sphere_charge(triangle, v_up), sphere_charge(triangle, v_dn)
moment = n_up - n_dn
b_well = (v_up - v_dn) / 2
lag = -2 * J0 / (b_well * moment)


def cot_d(e, v):
    e = np.array([e + 0j])
    return float((-c0 / np.sqrt(e / c0) * (1 / single_site(e, v, 2)[0][:, 2]).real)[0].real)


def resonance(v):
    grid = np.linspace(0.2, 8, 400)
    vals = np.array([cot_d(e, v) for e in grid])
    i = np.where((vals[:-1] > 0) & (vals[1:] <= 0))[0][0]
    e0 = brentq(cot_d, grid[i], grid[i + 1], args=(v,))
    return e0, -2 / ((cot_d(e0 + 1e-3, v) - cot_d(e0 - 1e-3, v)) / 2e-3)


print("LATTICE TEST (energies in hopping units)")
for en, a, b in lloyd_rows:
    print(f"E={en:5.2f}: added states Lloyd {a:.6f}, levels {b:.6f}")
for i, j in PAIRS:
    print(f"J{i+1}{j+1}: formula {J_lat[i, j]:.4e}, diagonalization {J_diag[i, j]:.4e}")
print(f"fixed-N minus fixed-mu energy, ratio 0.2/0.1 rad: {order_ratio:.2f}")
print(f"moment lag: direct {lag_direct:.5f}, formula {lag_formula:.5f}")
print("MODEL MOMENTS IN A FREE-ELECTRON MEDIUM")
print(f"hbar^2/2m = {c0:.6f} eV nm^2")
print(f"well radius = {radius:.2f} nm, E_F = {E_F:.1f} eV")
print(f"well potential up, down = {v_up:.1f}, {v_dn:.1f} eV")
print(f"Fermi wave number = {np.sqrt(E_F / c0):.3f} 1/nm")
for name, v in (("up", v_up), ("down", v_dn)):
    e0, width = resonance(v)
    print(f"d resonance {name}: energy {e0:.3f} eV, width {width:.3f} eV")
print(f"electrons in sphere 1: up {n_up:.3f}, down {n_dn:.3f}")
print(f"spin moment in sphere 1 = {moment:.3f} Bohr magnetons")
for i, j in PAIRS:
    R = np.linalg.norm(triangle[i] - triangle[j])
    print(f"J{i+1}{j+1} (R={R:.3f} nm): formula {1e3*J[i, j]:.3f} meV,"
          f" rotations {1e3*J_rot[i, j]:.3f} meV")
print(f"J12/k_B = {J[0, 1] * sc.e / sc.k:.1f} K")
print(f"J0 of site 1: sum {1e3*J0:.3f} meV, one rotation {1e3*cost_one:.3f} meV")
print("ISOLATED PAIR: J full, J single-scattering (RKKY) limit")
for R in (0.26, 0.30, 0.40, 0.50, 0.60, 0.80, 1.00):
    f2, s2 = exchange_integral(np.array([[0, 0, 0], [R, 0, 0]]), LMAX, *contour(E_F, 120))
    print(f"R={R:.2f} nm: {1e3*f2[0, 1].imag/(4*np.pi):9.4f} meV,"
          f" {1e3*s2[0, 1].imag/(4*np.pi):9.4f} meV")
print(f"relative deviation from RKKY limit at 6 nm = {far_dev:.4f}")
print("SIZE OF NEGLECTED EFFECTS")
print(f"J12 for lmax 2, 3, 4 = {1e3*J_l2[0, 1]:.3f}, {1e3*J[0, 1]:.3f},"
      f" {1e3*J_l4[0, 1]:.3f} meV")
print(f"J12 shift, lmax 3 to 4 = {1e3*(J_l4 - J)[0, 1]:.3f} meV")
print(f"kT at 300 K = {1e3*kT:.2f} meV")
print(f"J12 shift by electronic temperature 300 K = {1e3*(J_300 - J)[0, 1]:.4f} meV")
for deg, val in big.items():
    heis = 2 * J0 * (1 - np.cos(np.radians(deg)))
    print(f"site 1 turned {deg} deg: {1e3*val:.2f} meV, Heisenberg {1e3*heis:.2f} meV")
print(f"fractional lag of moment 1 behind its field = {lag:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
LATTICE TEST (energies in hopping units)
E=-2.50: added states Lloyd 4.274986, levels 4.274986
E=-0.50: added states Lloyd 2.213525, levels 2.213525
E= 0.80: added states Lloyd 2.192643, levels 2.192643
J12: formula 9.1067e-03, diagonalization 9.1065e-03
J13: formula 7.0471e-04, diagonalization 7.0469e-04
J23: formula -1.4865e-03, diagonalization -1.4865e-03
fixed-N minus fixed-mu energy, ratio 0.2/0.1 rad: 15.94
moment lag: direct 0.04843, formula 0.04843
MODEL MOMENTS IN A FREE-ELECTRON MEDIUM
hbar^2/2m = 0.038100 eV nm^2
well radius = 0.12 nm, E_F = 4.0 eV
well potential up, down = -50.0, -45.0 eV
Fermi wave number = 10.246 1/nm
d resonance up: energy 1.915 eV, width 0.233 eV
d resonance down: energy 4.686 eV, width 1.757 eV
electrons in sphere 1: up 5.799, down 4.184
spin moment in sphere 1 = 1.615 Bohr magnetons
J12 (R=0.260 nm): formula -433.097 meV, rotations -433.141 meV
J13 (R=0.300 nm): formula -107.008 meV, rotations -107.018 meV
J23 (R=0.397 nm): formula 32.424 meV, rotations 32.420 meV
J12/k_B = -5025.9 K
J0 of site 1: sum -540.106 meV, one rotation -540.128 meV
ISOLATED PAIR: J full, J single-scattering (RKKY) limit
R=0.26 nm: -414.4693 meV, -551.8993 meV
R=0.30 nm:  -82.5805 meV, -146.7200 meV
R=0.40 nm:   -3.9001 meV,    4.3133 meV
R=0.50 nm:   13.4622 meV,   10.5536 meV
R=0.60 nm:    6.1603 meV,    7.4630 meV
R=0.80 nm:   -4.5845 meV,   -4.0938 meV
R=1.00 nm:    1.5789 meV,    1.5562 meV
relative deviation from RKKY limit at 6 nm = 0.0018
SIZE OF NEGLECTED EFFECTS
J12 for lmax 2, 3, 4 = -523.064, -433.097, -419.017 meV
J12 shift, lmax 3 to 4 = 14.080 meV
kT at 300 K = 25.85 meV
J12 shift by electronic temperature 300 K = -0.6047 meV
site 1 turned 90 deg: -1050.86 meV, Heisenberg -1080.21 meV
site 1 turned 180 deg: -1895.12 meV, Heisenberg -2160.42 meV
fractional lag of moment 1 behind its field = -0.2675
ALL CHECKS PASSED
```
